# Coherency strain and the critical temperature of a regular-solution alloy

## The choice of interaction parameter

A calculation of unmixing in a coherent crystal needs a decision about its interaction parameter. Let \(\Omega\) be the regular-solution energy of uniform alloys, measured from unstressed end members. If the calculation solves for the elastic field of a coarse-grained composition, one that is constant in a uniform alloy, it should use \(\Omega\) and let the stress oppose unmixing. If it is a mean-field calculation of unmixing at fixed overall composition, without an elastic field, it should use

\[
\Omega'=\Omega-A,\qquad A=Yv\eta^2,\qquad Y=\frac{E}{1-\nu}.
\]

Using \(\Omega'\) together with such a solver counts the strain energy twice. The choice is reversed if the solver treats each atom as a misfit source. Site occupations of 0 or 1 have the variance \(\bar c(1-\bar c)\) in every arrangement, where \(\bar c\) is the mean composition. By the result derived below, their isotropic elastic energy is then the constant \(A\bar c(1-\bar c)\), so the bonds should carry \(\Omega'\), and the two parts add up to \(\Omega\) for the uniform alloy. Here \(E\) is Young's modulus, \(\nu\) Poisson's ratio and \(Y\) the biaxial modulus. The coefficient \(\eta=d\ln a/dc\) is the relative change of lattice parameter \(a\) per unit composition \(c\), and \(v\) is the volume per mixing site. In a compound that mixes on one sublattice, \(v\), \(\Omega\) and \(A\) all refer to one site of that sublattice.

In the bulk, the replacement lowers the critical temperature by

\[
T_c-T_{\rm coh}=\frac{Yv\eta^2}{2k}.
\]

The derivation assumes linear isotropic elasticity with moduli independent of composition, a lattice parameter linear in \(c\), and mean-field thermodynamics. The formulas for temperatures also assume that \(\Omega\) does not depend on temperature. Composition varies slowly on the scale of the lattice, and over lengths short compared with the body. The algebra holds in atomic units, with Boltzmann's constant \(k\) kept explicit.

## The alloy without coherency stress

The free energy per mixing site is

\[
f_\Omega(c)=\Omega c(1-c)+kT\left[c\ln c+(1-c)\ln(1-c)\right].
\]

Two differentiations give

\[
f_\Omega'=\Omega(1-2c)+kT\ln\frac{c}{1-c},\qquad
f_\Omega''=-2\Omega+\frac{kT}{c(1-c)}.
\]

A uniform alloy becomes unstable to small composition changes when \(f_\Omega''=0\), so its spinodal is \(kT=2\Omega c(1-c)\). The largest value of \(c(1-c)\) is \(1/4\), at \(c=1/2\), and therefore

\[
T_c=\frac{\Omega}{2k}.
\]

Above \(T_c\) the function is convex at every composition, so no split into two compositions lowers the free energy.

## Elastic energy of a composition field

Take the unstressed lattice at the mean composition \(\bar c\) as reference. A region of composition \(c\) would, if free, have the isotropic strain

\[
e(\mathbf r)=\eta\,[c(\mathbf r)-\bar c],\qquad \langle e\rangle=0,
\]

where angle brackets denote a volume average. Coherency requires one continuous displacement \(\mathbf u\). With \(\varepsilon_{ij}=(\partial_i u_j+\partial_j u_i)/2\), the stress is

\[
\sigma_{ij}=\lambda\delta_{ij}(\varepsilon_{ll}-3e)+2\mu(\varepsilon_{ij}-e\delta_{ij}),
\]

where \(\lambda\) and \(\mu\) are the Lamé constants. Equilibrium, \(\partial_j\sigma_{ij}=0\), reads

\[
(\lambda+\mu)\nabla(\nabla\!\cdot\mathbf u)+\mu\nabla^2\mathbf u=(3\lambda+2\mu)\nabla e .
\]

The source is a gradient, so try \(\mathbf u=\nabla\psi\). Both terms on the left then become gradients of \(\nabla^2\psi\), and the equation holds if

\[
\nabla^2\psi=\frac{3\lambda+2\mu}{\lambda+2\mu}\,e=\frac{1+\nu}{1-\nu}\,e .
\]

The last form uses

\[
3\lambda+2\mu=\frac{E}{1-2\nu},\qquad
\lambda+2\mu=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .
\]

For a periodic field with \(\langle e\rangle=0\) this equation has a periodic solution. The elastic energy is a convex quadratic function of \(\mathbf u\), so the equilibrium state is its minimum.

The mean energy density is \(\tfrac12\langle\sigma_{ij}(\varepsilon_{ij}-e\delta_{ij})\rangle\). Integration by parts gives \(\langle\sigma_{ij}\varepsilon_{ij}\rangle=0\), because the stress has no divergence and \(\mathbf u\) is periodic. What remains is \(-\tfrac12\langle e\,\sigma_{ii}\rangle\). The trace follows from the solution:

\[
\sigma_{ii}=(3\lambda+2\mu)(\nabla^2\psi-3e)
=\frac{E}{1-2\nu}\left[\frac{1+\nu}{1-\nu}-3\right]e
=-2Ye .
\]

Hence

\[
\langle w\rangle=Y\langle e^2\rangle=Y\eta^2\langle(c-\bar c)^2\rangle .
\]

There is no factor \(1/2\). For flat layers the reason is visible: each layer carries the stress \(-Ye\) along two in-plane directions, and each direction contributes \(\tfrac12Ye^2\).

The energy depends on the variance of the composition and not on its spatial arrangement. As a numerical test, independent random compositions were placed on a periodic grid of \(9^3\) points and the displacement was relaxed. The ratio of the elastic energy to the formula was 1.000000000.

A uniform extra strain \(s_{ij}\), such as that imposed by a substrate, adds a cross term \(s_{ij}\langle\sigma_{ij}\rangle\). This vanishes because \(\langle e\rangle\) and \(\langle\varepsilon_{ij}\rangle\) are zero. At fixed mean composition, substrate misfit therefore shifts the energy by a constant and leaves the bulk result unchanged within this model.

## Mapping to another regular solution

Multiplying \(\langle w\rangle\) by \(v\) gives the elastic energy per site, \(A\langle(c-\bar c)^2\rangle\). With interface energy neglected, the total per site is

\[
g=\langle f_\Omega(c)\rangle+A\langle c^2\rangle-A\bar c^2 .
\]

Now write \(c^2=c-c(1-c)\) and use \(\langle c\rangle=\bar c\):

\[
\begin{aligned}
g&=\langle f_\Omega(c)-A\,c(1-c)\rangle+A\bar c-A\bar c^2\\
&=\langle f_{\Omega-A}(c)\rangle+A\bar c(1-\bar c).
\end{aligned}
\]

The last term is fixed by the overall composition. Every comparison between a split and a uniform state is therefore that of a stress-free regular solution with energy \(\Omega'=\Omega-A\). If the overall composition can change, as in exchange with another phase, the term \(A\bar c(1-\bar c)\) must be kept. The coherent spinodal and critical temperature are

\[
kT=2(\Omega-A)c(1-c),\qquad
T_{\rm coh}=\frac{\Omega-A}{2k}=T_c-\frac{Yv\eta^2}{2k}.
\]

At a general composition the spinodal falls by \(2Ac(1-c)/k\). If \(A\ge\Omega\), the function \(f_{\Omega'}\) is convex at every positive temperature and the coherent bulk does not unmix.

The mapping also gives the miscibility gap. Because \(f_{\Omega'}(c)=f_{\Omega'}(1-c)\), the common tangent is horizontal, and the two coexisting compositions are the outer solutions of \(f'_{\Omega'}=0\):

\[
\ln\frac{c}{1-c}=\frac{\Omega'}{kT}(2c-1).
\]

They do not depend on \(\bar c\). This simplicity rests on the elastic energy being quadratic in composition with one constant modulus.

## What a free surface changes

Near a free surface the stress can relax, and the bulk value becomes an upper limit for the elastic part of the lowering. Consider a flat surface at \(z=0\), with the crystal at \(z>0\), and a lateral composition wave

\[
e=\eta\,c(z)\cos qx .
\]

In this section \(c(z)\) is the wave amplitude. Nothing depends on \(y\), and the total strain \(\varepsilon_{yy}\) is zero. The equilibrium equations are satisfied by an Airy function \(\phi\):

\[
\sigma_{xx}=\partial_z^2\phi,\qquad \sigma_{zz}=\partial_x^2\phi,\qquad
\sigma_{xz}=-\partial_x\partial_z\phi .
\]

The condition \(\varepsilon_{yy}=0\) gives \(\sigma_{yy}=\nu\nabla^2\phi-Ee\). Inserting this into Hooke's law yields

\[
\begin{aligned}
\varepsilon_{xx}&=(1+\nu)\left[e+\frac{\sigma_{xx}-\nu\nabla^2\phi}{E}\right],\\
\varepsilon_{zz}&=(1+\nu)\left[e+\frac{\sigma_{zz}-\nu\nabla^2\phi}{E}\right],\qquad
\varepsilon_{xz}=\frac{1+\nu}{E}\sigma_{xz}.
\end{aligned}
\]

These strains must derive from a displacement, so \(\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}\). Substitution gives \(\nabla^2e+(1-\nu)\nabla^4\phi/E=0\), or

\[
\nabla^4\phi=-Y\nabla^2e .
\]

A traction-free surface requires \(\phi=\partial_z\phi=0\) at \(z=0\). Split the profile into two orthogonal parts:

\[
c=c_1+c_2,\qquad c_1=2qI\,e^{-qz},\qquad I=\int_0^\infty c\,e^{-qz}dz .
\]

The factor \(2q\) ensures \(\int c_2e^{-qz}dz=0\).

**The exponential part.** Here \(\nabla^2e_1=0\), so \(\phi=0\) solves the problem. The one remaining stress is \(\sigma_{yy}=-Ee_1\), with energy density \(\tfrac12Ee_1^2\).

**The orthogonal part.** Choose \(\nabla^2\phi=-Ye_2\), with \(\phi=F(z)\cos qx\). The solution that meets both surface conditions is

\[
F(z)=-\frac{Y\eta}{q}\int_0^z\sinh[q(z-t)]\,c_2(t)\,dt .
\]

Its growing part is proportional to \(e^{qz}\int_0^\infty e^{-qt}c_2\,dt\) at large depth, which vanishes by orthogonality. Since \(E=(1-\nu)Y\), the third stress is \(\sigma_{yy}=-(\nu Y+E)e_2=-Ye_2\). The trace is then \(-2Ye_2\), and the energy density averages to \(Ye_2^2\), as in the bulk.

The cross terms in \(-\tfrac12\int e\,\sigma_{ii}\) are proportional to \(\int c_1c_2\,dz=0\). The cost relative to a bulk wave of equal \(\int c^2dz\) is therefore

\[
R=\frac{\tfrac12E\int c_1^2dz+Y\int c_2^2dz}{Y\int c^2dz}
=1-\frac{1+\nu}{2}\,\frac{\int c_1^2dz}{\int c^2dz}.
\]

With \(\int c_1^2dz=2qI^2\), this becomes

\[
R=1-\frac{(1+\nu)\,q\,I^2}{\int c^2dz},\qquad \frac{1-\nu}{2}\le R\le1 .
\]

The lower limit is reached by \(c\propto e^{-qz}\). For a small wave the quadratic free energy is proportional to \(\tfrac12f_\Omega''+RA\). Setting it to zero at mean composition \(1/2\) gives a lowering \(RA/(2k)\).

For a film of thickness \(h\) with a wave uniform in depth, on a substrate with the same elastic constants, \(I=(1-e^{-qh})/q\) and \(\int c^2dz=h\). Thus

\[
R=1-\frac{(1+\nu)(1-e^{-qh})^2}{qh}.
\]

For \(qh\ll1\) the substrate clamps the film and \(R\to1\). For \(qh\gg1\) most of the film lies too deep to relax, and again \(R\to1\). Setting the derivative of the fraction to zero places the minimum where \(e^{qh}=1+2qh\).

These limits hold for a wave uniform in depth. The softest profile confined to the film is \(c\propto e^{-qz}\), for which \(R=1-\tfrac12(1+\nu)(1-e^{-2qh})\). In a thick film this tends to \((1-\nu)/2\), the value for a free surface.

## Worked example: zinc in fcc aluminium

Aluminium is nearly isotropic, and its alloy with zinc has a miscibility gap within the fcc phase. The inputs are rough typical values: \(a=4.05\) Å, \(E=70\) GPa, \(\nu=0.35\), \(\eta=-0.025\) and \(T_c=620\) K. The sign of \(\eta\) has no effect, because it enters squared.

The volume per site is \(v=a^3/4=16.6\) Å\(^3\), and \(Y=70/0.65=107.7\) GPa. One GPa is 0.0062415 eV/Å\(^3\), so

\[
A=107.7\times0.0062415\times16.61\times(0.025)^2=0.00698\ \text{eV}.
\]

The chemical energy is \(\Omega=2kT_c=0.1069\) eV. The lowering is

\[
\frac{A}{2k}=\frac{0.006977}{2\times8.617\times10^{-5}}\approx40\ \text{K},
\]

which puts \(T_{\rm coh}\) near 580 K. As a check, the free energy of two explicit layers with slightly different compositions and relaxed strains was set equal to that of the uniform alloy. This gave onsets of 620.00 K without coherency and 579.52 K with it. The formula gives 579.52 K.

At 500 K the gap runs from \(c=0.15\) to 0.85 without coherency stress and from 0.20 to 0.80 with it. In this symmetric model, a 7% reduction of the interaction energy thus raises the lower solubility limit by about a third.

For \(\nu=0.35\), the softest surface wave has \(R=0.325\) and a lowering of about 13 K. A film 2 nm thick with a lateral wavelength of 10.1 nm has \(qh=1.24\). This is close to the minimum, since \(e^{1.24}=3.46\) and \(1+2\times1.24=3.48\). Its \(R=0.45\) gives an elastic lowering of about 18 K for a wave uniform in depth; the softest profile in the same film gives about 15 K. Neither value includes the bonds missing at the film's faces, which are sized below. A finite-element calculation gave \(R=0.3252\) for the softest of all depth profiles and 0.4503 for the film, against 0.3250 and 0.4502 from the formulas. With elasticity alone, a near-surface region can therefore unmix above a stable interior at temperatures between the bulk and surface onsets. Missing surface bonds and the energy of composition gradients reduce this effect, and can remove it at short lateral wavelengths.

## Size of the neglected effects

**Anisotropy.** For a wave along [100] in a cubic crystal, the in-plane elastic strains are \(-e\), and zero normal stress requires a normal strain \(2C_{12}e/C_{11}\). The energy then gives

\[
Y_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

Rough constants of 107, 61 and 28 GPa for \(C_{11}\), \(C_{12}\) and \(C_{44}\) give 98 GPa and a lowering of 37 K. The same relaxation gives 41 K along [110] and 42 K along [111]. Of these three directions, [100] becomes unstable first on cooling.

**Finite wavelength.** In an fcc crystal with nearest-neighbour bonds, a wave along [100] has four neighbours in its own layer and eight in layers \(a/2\) away. Its chemical energy gain is reduced by the factor

\[
\frac{4+8\cos(qa/2)}{12}\approx1-\frac{q^2a^2}{12}.
\]

The resulting extra lowering in the bulk is \(T_cq^2a^2/12\), about 3 K at a wavelength of 10.1 nm.

**Missing bonds in a thin film.** The 2 nm film has about ten (001) layers. If the substrate does not unmix, each of the two outer layers lacks four of its twelve mixing neighbours. For a wave uniform in depth this lowers the onset by a further \(T_c\times8/120\approx41\) K. A wave that is weaker near the faces loses less. With bonds alone and a long lateral wavelength, the softest amplitude in layer \(j=1,\dots,10\) is \(\sin(\pi j/11)\), and its loss is \(\tfrac23T_c[1-\cos(\pi/11)]\approx17\) K, similar to the elastic lowering. The film value above is therefore the elastic part only, not a predicted onset.

**Short-range order.** In the pair approximation with 12 neighbours, and with the bond energy adjusted to keep \(T_c=620\) K, the coherency lowering is about 45 K. This matters when \(\Omega'\) is carried into a lattice simulation. In the pair approximation, the bonds that give \(T_c=620\) K correspond to \(\Omega=0.117\) eV for a random alloy, not to \(2kT_c=0.107\) eV. Multiplying all bond energies by \(1-A/\Omega\), with the larger value, scales the critical temperature by the same factor, a drop of 37 K. The estimate of 45 K instead keeps the bonds and assumes that the elastic term acts only on long composition waves. The two procedures agree in mean field but not here.

**The real alloy.** The model's 40 K should be read as a rough and probably high estimate for bulk fcc aluminium–zinc. The interaction energy of the real alloy depends on temperature. If \(\Omega=\Omega_0-sT\), the lowering at \(c=1/2\) becomes \(A/(2k+s)\). A published assessment of the fcc phase has Redlich–Kister coefficients \(7297+0.475T\), \(6613-4.591T\) and \(-3097+3.306T\) J/mol, in powers of \(1-2c\). With the same \(A\), its critical point moves from 626 K to 597 K, a lowering of 29 K. Its lower gap composition at 500 K rises by about a fifth, from 0.094 to 0.115. The moduli fall on heating; an assumed softening of 15% reduces the lowering to 34 K. The real gap is not symmetric about \(c=1/2\), and at \(c=0.4\) the model's spinodal lowering is 39 K. An error of 10% in \(\eta\) changes the result by about 20%, or 8 K. The zinc-rich equilibrium phase is hexagonal, so the gap calculated at 500 K, which lies between two fcc phases, does not give the equilibrium compositions on either side. Dislocations that relieve the misfit break the central assumption; if they removed all coherency stress, the whole 40 K would be lost. Curvature of the lattice parameter with composition and the dependence of the moduli on composition have not been sized.

The numerical output below lists most of these values at higher precision.

## Values computed for the example and the checks

```
INPUTS (rough typical values, zinc in fcc aluminium)
lattice parameter a = 4.05 angstrom
Young modulus E = 70 GPa
Poisson ratio nu = 0.35
expansion coefficient eta = -0.025
chemical critical temperature = 620 K
Boltzmann constant = 8.617333e-05 eV/K
1 GPa = 0.0062415 eV/angstrom^3
MAIN RESULTS
volume per site v = 16.608 angstrom^3
biaxial modulus Y = 107.69 GPa
Omega = 0.10685 eV
A = Y v eta^2 = 0.006977 eV
lowering A/(2k) = 40.48 K
coherent critical temperature = 579.52 K
onset found directly, no coherency = 620.00 K
onset found directly, coherent = 579.52 K
random field, energy/formula = 1.000000000
GAP AT 500 K
no coherency: c = 0.1495 and 0.8505
coherent: c = 0.1972 and 0.8028
FREE SURFACE
softest wave, cost/bulk, formula = 0.3250
softest wave, cost/bulk, elements = 0.3252
softest wave, lowering = 13.16 K
film thickness = 2.0 nm
lateral wavelength = 10.125 nm
film: q h = 1.2411
film, cost/bulk, formula = 0.4502
film, cost/bulk, elements = 0.4503
film, lowering = 18.23 K
NEGLECTED EFFECTS
C11, C12, C44 = 107, 61, 28 GPa
wave along [100]: Y = 98.4 GPa, lowering = 37.0 K
wave along [110]: Y = 109.4 GPa, lowering = 41.1 K
wave along [111]: Y = 112.8 GPa, lowering = 42.4 K
assumed softening of moduli = 15 percent
lowering with softened moduli = 34.4 K
extra lowering by gradient energy = 3.26 K
coherency lowering, pair approximation = 44.7 K
spinodal lowering at c = 0.4: 38.86 K
```
